# Counting constraints to find the rigidity threshold of Ge-Se glasses: test program

```python
"""Rigidity threshold of covalent networks (Phillips-Thorpe counting).

Result under test: with all bond lengths and bond angles fixed, a network of
N atoms with mean coordination r has F = N*(6 - 5*r/2) floppy modes if the
constraints are independent; F/N vanishes at r = 2.4, which is x = 0.20 in
Ge(x)Se(1-x), where Ge has 4 bonds and Se has 2.
F is measured here as 3N minus the rank of the matrix of derivatives of all
bond lengths and cosines of bond angles, at generic (random) positions.
F includes the 6 rigid motions of a finite network.
A chain length k is the number of Se atoms between two cross-linking atoms.
"""
from itertools import combinations
import numpy as np
from scipy.linalg import svdvals
from scipy.integrate import quad
from scipy.constants import k as k_boltzmann, e as e_charge
from pyscf.data import elements

rng = np.random.default_rng(7)
gap = {"zero": 0.0, "nonzero": np.inf}


def neighbour_lists(n_atoms, bonds):
    near = [[] for _ in range(n_atoms)]
    for a, b in bonds:
        near[a].append(b)
        near[b].append(a)
    return near


def zero_modes(n_atoms, bonds, released=()):
    """3N - rank; 'released' lists atoms whose angles are not constrained."""
    pos = rng.normal(size=(n_atoms, 3))
    rows = []
    for a, b in bonds:
        row = np.zeros((n_atoms, 3))
        d = pos[b] - pos[a]
        row[b], row[a] = d, -d
        rows.append(row.ravel() / np.linalg.norm(row))
    free = set(released)
    for c, near in enumerate(neighbour_lists(n_atoms, bonds)):
        if c in free:
            continue
        for a, b in combinations(near, 2):
            u, v = pos[a] - pos[c], pos[b] - pos[c]
            lu, lv = np.linalg.norm(u), np.linalg.norm(v)
            u, v = u / lu, v / lv
            cosine = u @ v
            row = np.zeros((n_atoms, 3))
            row[a] = (v - cosine * u) / lu
            row[b] = (u - cosine * v) / lv
            row[c] = -row[a] - row[b]
            rows.append(row.ravel() / np.linalg.norm(row))
    s = svdvals(np.array(rows))
    nonzero = s > 1e-10
    gap["nonzero"] = min(gap["nonzero"], s[nonzero].min())
    if (~nonzero).any():
        gap["zero"] = max(gap["zero"], s[~nonzero].max())
    return 3 * n_atoms - int(nonzero.sum())


def maxwell(n_atoms, bonds):
    """Freedoms minus counted constraints, from coordinations alone."""
    r = np.array([len(q) for q in neighbour_lists(n_atoms, bonds)])
    return int(round(3 * n_atoms - np.sum(r / 2 + 2 * r - 3)))


def decorate(n_nodes, links, lengths):
    """Put a chain of k twofold atoms on every link between cross-linkers."""
    bonds, n_atoms, chains = [], n_nodes, []
    for (a, b), k in zip(links, lengths):
        inner = list(range(n_atoms, n_atoms + int(k)))
        n_atoms += int(k)
        path = [a] + inner + [b]
        bonds += list(zip(path[:-1], path[1:]))
        chains.append(inner)
    return n_atoms, bonds, chains


def fourfold_links(n):
    """Two random closed tours without a common link: 4 links per node."""
    first = [(i, (i + 1) % n) for i in range(n)]
    used = {frozenset(p) for p in first}
    while True:
        p = [int(i) for i in rng.permutation(n)]
        second = [(p[i], p[(i + 1) % n]) for i in range(n)]
        if not any(frozenset(q) in used for q in second):
            return first, second


# Independent angle constraints around one atom with r bonds
print("Independent / all angles at one atom:")
for r in range(2, 7):
    star = [(0, j) for j in range(1, r + 1)]
    independent = 3 * (r + 1) - zero_modes(r + 1, star) - r
    assert independent == 2 * r - 3
    print(f"  r={r}: {independent} / {r * (r - 1) // 2}")

# Closed rings of twofold atoms
print("Rings of R twofold atoms: F, redundant constraints")
ring_redundant = {}
for size in (4, 5, 6, 7, 30):
    ring = [(i, (i + 1) % size) for i in range(size)]
    f = zero_modes(size, ring)
    ring_redundant[size] = f - maxwell(size, ring)
    assert f == max(size, 6)
    print(f"  R={size}: {f}, {ring_redundant[size]}")
    if size == 30:
        print(f"  floppy fraction of 3N modes, R=30: {f / (3 * size):.4f}")
        assert abs(f / (3 * size) - 1 / 3) < 1e-12

# Evenly cross-linked Ge-Se networks
n_ge = 40
tour1, tour2 = fourfold_links(n_ge)
links = tour1 + tour2
n_links = len(links)
mixed = np.full(n_links, 2)
mixed[rng.choice(n_links, 20, replace=False)] = 3
cases = [np.full(n_links, 4), np.full(n_links, 3), mixed,
         np.full(n_links, 2), np.full(n_links, 1)]
print(f"Even Ge-Se networks, {n_ge} Ge: x, <r>, N, F, count, redundant")
line = []
for lengths in cases:
    n_at, bonds, _ = decorate(n_ge, links, lengths)
    f, count = zero_modes(n_at, bonds), maxwell(n_at, bonds)
    x, mean_r = n_ge / n_at, 2 * len(bonds) / n_at
    assert f == max(count, 6)
    assert abs(mean_r - (2 + 2 * x)) < 1e-12
    line.append((x, mean_r, f / n_at))
    print(f"  {x:.4f} {mean_r:.4f} {n_at} {f} {count} {f - count}")
(x1, r1, f1), (x2, r2, f2) = line[0], line[1]
x_c = x1 - f1 * (x2 - x1) / (f2 - f1)
r_c = r1 - f1 * (r2 - r1) / (f2 - f1)
assert abs(x_c - 0.2) < 1e-10 and abs(r_c - 2.4) < 1e-10
print(f"Threshold from computed F/N: x={x_c:.4f}, <r>={r_c:.4f}")

# Threefold cross-linkers: same threshold in mean coordination
n_as = 40
ladder = [(i, (i + 1) % n_as) for i in range(n_as)]
ladder += [(i, i + n_as // 2) for i in range(n_as // 2)]
print("Threefold (As-Se) networks: x_As, <r>, F, count")
for k in (2, 1):
    n_at, bonds, _ = decorate(n_as, ladder, [k] * len(ladder))
    f, count = zero_modes(n_at, bonds), maxwell(n_at, bonds)
    assert f == max(count, 6)
    mean_r = 2 * len(bonds) / n_at
    print(f"  {n_as / n_at:.4f} {mean_r:.4f} {f} {count}")
assert abs(mean_r - r_c) < 1e-10 and count == 0

# Random spreading of Se among the links at x = 0.20
n_se, excess_f, long_chain = 4 * n_ge, [], []
for _ in range(6):
    bars = np.sort(rng.choice(n_se + n_links - 1, n_links - 1, replace=False))
    edges = np.concatenate(([-1], bars, [n_se + n_links - 1]))
    lengths = np.diff(edges) - 1
    n_at, bonds, _ = decorate(n_ge, links, lengths)
    f = zero_modes(n_at, bonds)
    spare = int(np.maximum(lengths - 5, 0).sum())
    assert maxwell(n_at, bonds) == 0 and f >= 6 + spare
    excess_f.append(f - 6)
    long_chain.append(spare)
assert np.mean(excess_f) > 0
print(f"Random Se spreading, x=0.20, N={n_at}, 6 samples:")
print(f"  mean internal floppy modes: {np.mean(excess_f):.1f}")
print(f"  of these at least, from k>5: {np.mean(long_chain):.1f}")
print(f"  share of 3N modes: {100 * np.mean(excess_f) / (3 * n_at):.2f} %")

# Edge-sharing Ge pairs (four-membered rings) shift the threshold
pairs = 5
partner = {i: n_ge + i for i in range(pairs)}
split = tour1 + [(partner.get(a, a), partner.get(b, b)) for a, b in tour2]
split += [(i, partner[i]) for i in range(pairs) for _ in range(2)]
base = np.array([2] * n_links + [1] * (2 * pairs))
longer = base.copy()
longer[rng.choice(n_links, 12, replace=False)] += 1
n_at, bonds, _ = decorate(n_ge + pairs, split, base)
x_ring, e_ring = (n_ge + pairs) / n_at, pairs / (n_ge + pairs)
f_ring = zero_modes(n_at, bonds)
n_long, bonds_long, _ = decorate(n_ge + pairs, split, longer)
f_ring_long = zero_modes(n_long, bonds_long)
assert f_ring == 6 and f_ring_long == 12
assert f_ring - maxwell(n_at, bonds) == 6 + 2 * pairs
assert abs(x_ring - 1 / (5 - 2 * e_ring)) < 1e-12
print(f"Edge-sharing rings per Ge: {e_ring:.4f}, threshold x={x_ring:.4f}")
print(f"  F there: {f_ring}; with 12 more Se: {f_ring_long}")

# Released Se angles shift the threshold
n_rel = 16
lengths = np.array([1] * n_rel + [2] * (n_links - n_rel))
n_at, bonds, chains = decorate(n_ge, links, lengths)
f_rel = zero_modes(n_at, bonds, [c[0] for c in chains[:n_rel]])
q_rel, x_rel = n_rel / (n_at - n_ge), n_ge / n_at
lengths[-12:] += 1
n_long, bonds_long, chains = decorate(n_ge, links, lengths)
f_rel_long = zero_modes(n_long, bonds_long, [c[0] for c in chains[:n_rel]])
assert f_rel == 6 and f_rel_long == 12
assert abs(x_rel - (1 + q_rel) / (5 + q_rel)) < 1e-12
print(f"Released share of Se angles: {q_rel:.4f}, threshold x={x_rel:.4f}")
print(f"  F there: {f_rel}; with 12 more Se: {f_rel_long}")

assert gap["nonzero"] > 1e3 * gap["zero"]
print(f"Singular values: largest zero {gap['zero']:.1e}, "
      f"smallest nonzero {gap['nonzero']:.1e}")

# Worked example: budget for 100 atoms
print("100 atoms: Ge, <r>, stretch, bend, 300 - constraints")
for ge in (15, 20, 25):
    se = 100 - ge
    stretch = (4 * ge + 2 * se) / 2
    bend = 5 * ge + 1 * se
    print(f"  {ge} {2 * stretch / 100:.2f} {stretch:.0f} {bend} "
          f"{300 - stretch - bend:.0f}")

# Batch of GeSe4
m_ge, m_se = elements.MASSES[32], elements.MASSES[34]
batch = 10.0
g_ge = batch * m_ge / (m_ge + 4 * m_se)
g_se = batch - g_ge
moles_ge, moles_se = (g_ge + 0.010) / m_ge, g_se / m_se
x_off = moles_ge / (moles_ge + moles_se)
assert abs((g_ge / m_ge) / (g_ge / m_ge + moles_se) - x_c) < 1e-10
print(f"Atomic masses: Ge {m_ge:.3f} u, Se {m_se:.3f} u")
print(f"10 g batch of GeSe4: Ge {g_ge:.3f} g, Se {g_se:.3f} g")
print(f"10 mg too much Ge: x={x_off:.5f}")

# Size of neglected thermal motion and torsional forces (rough parameters)
temperature, k_bend, barrier = 300.0, 3.0, 0.15
kt = k_boltzmann * temperature / e_charge
spread = np.sqrt(kt / k_bend)
weight = lambda t: np.exp(-k_bend * t * t / (2 * kt))
second = quad(lambda t: t * t * weight(t), -1, 1, points=[0])[0]
norm = quad(weight, -1, 1, points=[0])[0]
assert abs(np.sqrt(second / norm) - spread) < 1e-6
torsion = lambda phi: barrier / 2 * (1 - np.cos(2 * phi))
h = 1e-3
k_torsion = (torsion(h) - 2 * torsion(0.0) + torsion(-h)) / h**2
assert abs(k_torsion - 2 * barrier) < 1e-5
print(f"T={temperature:.0f} K, kT={kt:.4f} eV")
print(f"Bending stiffness {k_bend:.1f} eV/rad^2, barrier {barrier:.2f} eV")
print(f"Thermal rms angle spread: {np.degrees(spread):.1f} degrees")
print(f"Torsional stiffness: {k_torsion:.2f} eV/rad^2")
print(f"Torsional / bending stiffness: {k_torsion / k_bend:.2f}")
print("tests ok")
```

Output:

```
Independent / all angles at one atom:
  r=2: 1 / 1
  r=3: 3 / 3
  r=4: 5 / 6
  r=5: 7 / 10
  r=6: 9 / 15
Rings of R twofold atoms: F, redundant constraints
  R=4: 6, 2
  R=5: 6, 1
  R=6: 6, 0
  R=7: 7, 0
  R=30: 30, 0
  floppy fraction of 3N modes, R=30: 0.3333
Even Ge-Se networks, 40 Ge: x, <r>, N, F, count, redundant
  0.1111 2.2222 360 160 160 0
  0.1429 2.2857 280 80 80 0
  0.1818 2.3636 220 20 20 0
  0.2000 2.4000 200 6 0 6
  0.3333 2.6667 120 6 -80 86
Threshold from computed F/N: x=0.2000, <r>=2.4000
Threefold (As-Se) networks: x_As, <r>, F, count
  0.2500 2.2500 60 60
  0.4000 2.4000 6 0
Random Se spreading, x=0.20, N=200, 6 samples:
  mean internal floppy modes: 21.3
  of these at least, from k>5: 19.7
  share of 3N modes: 3.56 %
Edge-sharing rings per Ge: 0.1111, threshold x=0.2093
  F there: 6; with 12 more Se: 12
Released share of Se angles: 0.1111, threshold x=0.2174
  F there: 6; with 12 more Se: 12
Singular values: largest zero 8.8e-16, smallest nonzero 6.7e-04
100 atoms: Ge, <r>, stretch, bend, 300 - constraints
  15 2.30 115 160 25
  20 2.40 120 180 0
  25 2.50 125 200 -25
Atomic masses: Ge 72.630 u, Se 78.971 u
10 g batch of GeSe4: Ge 1.869 g, Se 8.131 g
10 mg too much Ge: x=0.20085
T=300 K, kT=0.0259 eV
Bending stiffness 3.0 eV/rad^2, barrier 0.15 eV
Thermal rms angle spread: 5.3 degrees
Torsional stiffness: 0.30 eV/rad^2
Torsional / bending stiffness: 0.10
tests ok
```
